\section*{Langmuir rate constants from relaxation times at two pressures}

\section{Problem}

A clean semiconductor surface is held at a fixed temperature. A gas is admitted, its pressure is stepped to a new constant value, and the coverage relaxes to a new equilibrium. The relaxation time is $\tau_1=2.0$ s at $p_1=1\times10^{-4}$ Pa and $\tau_2=1.0$ s at $p_2=3\times10^{-4}$ Pa. Assuming Langmuir kinetics, recover the adsorption and desorption rate constants, and show that the equilibrium coverage at the lower pressure is one half.

The coverage $\theta$ is the fraction of occupied sites. Langmuir kinetics means here that all sites are equivalent, each holds at most one molecule, molecules adsorb without dissociating, and neighbours do not influence one another. Molecules arrive on empty sites at a rate proportional to pressure and leave occupied sites at a constant rate:
\begin{equation}
\frac{d\theta}{dt}=k_a p(1-\theta)-k_d\theta .
\label{eq:rate}
\end{equation}
The constant $k_a$ has the unit Pa$^{-1}$\,s$^{-1}$ and $k_d$ the unit s$^{-1}$. Both are taken to be the same in the two runs. The relaxation time is the time in which the deviation from equilibrium falls by a factor $e$. It is neither a half-life nor the time needed to fill the surface.

\section{First estimate by scaling}

Equation \eqref{eq:rate} contains two rates, $k_ap$ and $k_d$. Two limits show how each of them sets the relaxation time.

If $k_ap\gg k_d$, desorption can be dropped while the surface fills, and $d\theta/dt\approx k_ap(1-\theta)$. The empty fraction decays at the rate $k_ap$, so $1/\tau\propto p^1$, and the surface ends nearly full. If $k_ap\ll k_d$, the coverage near equilibrium is small, so $1-\theta\approx1$ and $d\theta/dt\approx k_ap-k_d\theta$. The deviation decays at the rate $k_d$, so $1/\tau\propto p^0$, and the surface ends nearly empty.

The data lie between these limits. Writing $1/\tau\propto p^n$ over the measured interval gives
\begin{equation}
n=\frac{\ln(\tau_1/\tau_2)}{\ln(p_2/p_1)}=\frac{\ln2}{\ln3}\approx0.63 .
\label{eq:n}
\end{equation}
The exponent is 1 when adsorption sets the relaxation rate and 0 when desorption does. As a first guess, take $n$ as the share of the relaxation rate that is due to adsorption. At the lower pressure, where $1/\tau_1=0.50$ s$^{-1}$, this gives
\begin{align}
k_ap_1&\approx0.63\times0.50\ \mathrm{s^{-1}}\approx0.32\ \mathrm{s^{-1}},
&k_a&\approx3.2\times10^3\ \mathrm{Pa^{-1}\,s^{-1}},\nonumber\\
k_d&\approx0.37\times0.50\ \mathrm{s^{-1}}\approx0.18\ \mathrm{s^{-1}} .
\label{eq:crude}
\end{align}
Since $n$ runs from 0 for an empty surface to 1 for a full one, the same guess suggests a coverage of about 0.6. How good it is can be judged from the full solution.

\section{Exact solution of the Langmuir model}

\subsection{Equilibrium and relaxation}

Collect the terms of \eqref{eq:rate} that contain $\theta$:
\begin{equation}
\frac{d\theta}{dt}=k_ap-(k_ap+k_d)\theta .
\label{eq:linear}
\end{equation}
At equilibrium the left side vanishes, so
\begin{equation}
\theta_{\rm eq}=\frac{k_ap}{k_ap+k_d}.
\label{eq:eq}
\end{equation}
Now put $\theta=\theta_{\rm eq}+\delta$. Because $\theta_{\rm eq}$ is constant after the pressure step,
\begin{equation}
\frac{d\delta}{dt}=k_ap-(k_ap+k_d)\theta_{\rm eq}-(k_ap+k_d)\delta=-(k_ap+k_d)\delta ,
\end{equation}
where the first two terms cancel by \eqref{eq:eq}. The solution is
\begin{equation}
\delta(t)=\delta(0)e^{-t/\tau},\qquad \frac1\tau=k_ap+k_d .
\label{eq:tau}
\end{equation}
The two rates add although the two processes oppose each other. An excess of coverage leaves fewer empty sites, which slows adsorption, and more occupied sites, which speeds desorption. Both changes push the coverage back.

No approximation for small $\delta$ was made, so within this model $\tau$ does not depend on the size or sign of the step. Direct integration of \eqref{eq:rate} at $p_1$, with the constants found below, gives an $e$-folding time of 2.000 s both from a bare and from a full surface.

\subsection{The two constants}

Equation \eqref{eq:tau}, written for each pressure, gives
\begin{equation}
\frac1{\tau_1}=k_ap_1+k_d,\qquad \frac1{\tau_2}=k_ap_2+k_d .
\end{equation}
Subtracting the first from the second removes $k_d$:
\begin{equation}
k_a=\frac{1/\tau_2-1/\tau_1}{p_2-p_1}
=\frac{(1.00-0.50)\ \mathrm{s^{-1}}}{2\times10^{-4}\ \mathrm{Pa}}
=2500\ \mathrm{Pa^{-1}\,s^{-1}} .
\label{eq:ka}
\end{equation}
This equals $3.33\times10^5$ Torr$^{-1}$\,s$^{-1}$. The first equation then gives
\begin{equation}
k_d=\frac1{\tau_1}-k_ap_1=(0.50-0.25)\ \mathrm{s^{-1}}=0.25\ \mathrm{s^{-1}} .
\label{eq:kd}
\end{equation}

\subsection{The coverage}

By \eqref{eq:tau} the denominator of \eqref{eq:eq} is $1/\tau$, so $\theta_{\rm eq}=k_ap\tau$. Insert \eqref{eq:ka} at the lower pressure, then divide numerator and denominator by $p_1$:
\begin{equation}
\theta_1=\frac{p_1\tau_1(1/\tau_2-1/\tau_1)}{p_2-p_1}
=\frac{\tau_1/\tau_2-1}{p_2/p_1-1}=\frac{2-1}{3-1}=\frac12 .
\label{eq:theta}
\end{equation}
This proves the claim. Only ratios enter, so a common scale factor in the pressure readings, or in the times, does not alter the coverage. A zero offset of the gauge does: if the stated pressures are readings that are both $2\times10^{-5}$ Pa too high, the true pressures are $0.8\times10^{-4}$ and $2.8\times10^{-4}$ Pa, and the coverage in the first run is $1/(3.5-1)=0.40$ instead of 0.50. At $p_1$ adsorption onto an empty site and desorption from an occupied one have the same rate, 0.25 s$^{-1}$. At $p_2$ the adsorption rate is 0.75 s$^{-1}$ and the coverage is $0.75/1.00=3/4$.

The data must also be compatible with positive constants. Equation \eqref{eq:ka} requires $\tau_1/\tau_2>1$. For $k_d$, substitution of \eqref{eq:ka} into \eqref{eq:kd} gives
\begin{equation}
k_d=\frac{(p_2-p_1)/\tau_1-p_1/\tau_2+p_1/\tau_1}{p_2-p_1}
=\frac{p_2/\tau_1-p_1/\tau_2}{p_2-p_1},
\label{eq:kd2}
\end{equation}
which is positive if $\tau_1/\tau_2<p_2/p_1$. Together, $1<\tau_1/\tau_2<p_2/p_1$. Here $1<2<3$, so the data pass. Data outside this window by clearly more than the measurement errors would rule out the model with constant $k_a$ and $k_d$; data inside it do not prove the model.

\section{Comparison of estimate and solution}

The estimate \eqref{eq:crude} puts $k_a$ about a quarter above its true value and $k_d$ about a quarter below. The reason follows from the local exponent. Differentiating \eqref{eq:tau} gives
\begin{equation}
\frac{d\ln(1/\tau)}{d\ln p}=\frac{p}{k_ap+k_d}\,k_a=\theta_{\rm eq}(p) .
\label{eq:slope}
\end{equation}
In the Langmuir model the local slope of a log--log plot of relaxation rate against pressure is therefore the equilibrium coverage. Integration from $p_1$ to $p_2$ and division by $\ln(p_2/p_1)$ shows that $n$ in \eqref{eq:n} is the average coverage over the interval of $\ln p$. It must lie between $1/2$ and $3/4$, as 0.63 does. The estimate was wrong in assigning this average to the lower end.

It belongs near the middle of the logarithmic interval, at $\sqrt{p_1p_2}\approx1.73\times10^{-4}$ Pa. The geometric mean of the two relaxation rates is $\sqrt{0.50\times1.00}\ \mathrm{s^{-1}}\approx0.71$ s$^{-1}$. The corrected estimate is
\begin{equation}
k_a\approx\frac{0.63\times0.71\ \mathrm{s^{-1}}}{1.73\times10^{-4}\ \mathrm{Pa}}\approx2.6\times10^3\ \mathrm{Pa^{-1}\,s^{-1}},\qquad
k_d\approx0.37\times0.71\ \mathrm{s^{-1}}\approx0.26\ \mathrm{s^{-1}} .
\end{equation}
Both are within about 5\,\% of the solution, and they give $\theta_1\approx0.26/(0.26+0.26)=0.50$.

\section{How firmly the times fix the coverage}

Let each time carry an independent relative standard error $\varepsilon$. The ratio $r=\tau_1/\tau_2$ then has, to first order, the relative error $\sqrt2\,\varepsilon$. Since $\theta_1=(r-1)/(p_2/p_1-1)$,
\begin{equation}
\sigma_\theta=\frac{\sqrt2\,\varepsilon\,\tau_1/\tau_2}{p_2/p_1-1} .
\end{equation}
For $\varepsilon=5\,\%$ this is $\sqrt2\times0.05\times2/2=0.071$. The rates $1/\tau_i$ have errors $\varepsilon/\tau_i$, so \eqref{eq:ka} and \eqref{eq:kd2} give
\begin{align}
\sigma_{k_a}&=\frac{\varepsilon\sqrt{1/\tau_1^2+1/\tau_2^2}}{p_2-p_1}=280\ \mathrm{Pa^{-1}\,s^{-1}},\\
\sigma_{k_d}&=\frac{\varepsilon\sqrt{(p_2/\tau_1)^2+(p_1/\tau_2)^2}}{p_2-p_1}=0.045\ \mathrm{s^{-1}} .
\end{align}
Relative to the values themselves, these are 11\,\% and 18\,\%. Subtracting similar rates enlarges the errors, so a wider pressure ratio helps if the model holds over the whole range. The gain is limited: at fixed $p_1$ and for $p_2/p_1\to\infty$, $\sigma_\theta$ falls only to $\sqrt2\,\varepsilon\,\theta_1\approx0.035$ and the relative error of $k_d$ to about 11\,\%.

\section{The numbers beside a real surface}

Ethylene on Si(001), a carbon source for silicon surfaces, provides a physical scale. It adsorbs on surface dimers and largely desorbs intact on heating. Its adsorption is reported to pass largely through a mobile precursor, so it supplies orders of magnitude here and is not an example of strict Langmuir kinetics. Take a surface near 600 K, gas at 300 K and one site per dimer; these are rough choices, and the two relaxation times are given data of the problem, not measurements on ethylene. The pressures, $7.5\times10^{-7}$ and $2.25\times10^{-6}$ Torr, belong to high-vacuum growth and lie far below those of ordinary vapour-deposition reactors.

Kinetic theory gives the number of molecules striking unit area per unit time as $p/\sqrt{2\pi mk_BT_{\rm gas}}$, which is $2.87\times10^{22}$ m$^{-2}$\,s$^{-1}$ per pascal for ethylene. With $N_0=3.39\times10^{18}$ sites per m$^2$, a bare surface takes up $k_apN_0$ molecules per unit area and time. The initial sticking probability is the ratio
\begin{equation}
s_0=k_aN_0\sqrt{2\pi mk_BT_{\rm gas}}
=\frac{2500\times3.39\times10^{18}}{2.87\times10^{22}}\approx0.30 .
\end{equation}
It is below 1, as it must be. If desorption follows $k_d=\nu e^{-E/k_BT}$ with an assumed prefactor $\nu=10^{13}$ s$^{-1}$, then $E=k_BT\ln(\nu/k_d)\approx1.6$ eV. A tenfold change of $\nu$ would shift this by about 0.12 eV.

\section{Where the Langmuir reading can fail}

\subsection{A mobile precursor}

One assumption worth questioning is direct adsorption. A molecule may first be held weakly and wander before it finds an empty site. Let $u$ be the number of such precursors per site, supplied at a rate $F\propto p$. They leave at the rate $k_\ell$ and are captured at the rate $k_c(1-\theta)$; adsorbed molecules return to the precursor state at the rate $k\theta$. If precursors adjust quickly, their gains and losses balance:
\begin{equation}
F+k\theta=u\,[k_\ell+k_c(1-\theta)] .
\end{equation}
Solve for $u$ and insert it in the net capture rate. The terms $kk_c\theta(1-\theta)$ cancel:
\begin{equation}
\frac{d\theta}{dt}=k_c(1-\theta)u-k\theta
=\frac{k_cF(1-\theta)-kk_\ell\theta}{k_\ell+k_c(1-\theta)} .
\end{equation}
Define $K=k_\ell/(k_\ell+k_c)$, the chance that a precursor on an empty surface leaves instead of being captured. The denominator is $(k_\ell+k_c)[1-(1-K)\theta]$. With $k_ap=(1-K)F$ and $k_d=Kk$,
\begin{equation}
\frac{d\theta}{dt}=\frac{k_ap(1-\theta)-k_d\theta}{1-(1-K)\theta} .
\end{equation}
The equilibrium formula \eqref{eq:eq} survives, because the numerator is unchanged. For a small step, the numerator vanishes at equilibrium and only its derivative contributes:
\begin{equation}
\frac1\tau=\frac{k_ap+k_d}{1-(1-K)\theta_{\rm eq}} .
\end{equation}
The same two times, now read as small-step times, imply other constants. For an illustrative $K=0.2$ they are $k_a=1000$ Pa$^{-1}$\,s$^{-1}$ and $k_d=0.30$ s$^{-1}$. At $p_1$ this means $\theta_1=0.10/0.40=0.25$ and $1/\tau_1=0.40/(1-0.8\times0.25)=0.50$ s$^{-1}$, as required. The inferred coverage is half the Langmuir value. For $K=0.5$ it is 0.34.

A third pressure can expose the difference. At $10^{-3}$ Pa the Langmuir constants predict a relaxation rate of 2.75 s$^{-1}$, and the $K=0.2$ model predicts 3.38 s$^{-1}$. With 5\,\% errors in all times, the Langmuir extrapolation $4.5/\tau_2-3.5/\tau_1$ has an error of 0.24 s$^{-1}$ and the new rate one of 0.17 s$^{-1}$, together 0.29 s$^{-1}$. The gap of 0.63 s$^{-1}$ is about twice that, so better timing or repeated runs would be needed for a firm verdict.

\subsection{Other effects}

Several other effects also shift the inferred coverage; most of them, for the values chosen, shift it less than the precursor does. If repulsion lowers the desorption energy in proportion to coverage, by 0.02 eV on a full surface, the inferred $\theta_1$ is 0.495. This small shift is largely an accident of the data. With $a=w/k_BT$ for a lowering $w$ on a full surface, the isotherm becomes $\theta e^{a\theta}/(1-\theta)=k_ap/k_d$ and the small-step rate becomes $k_ap\,[1/\theta+a(1-\theta)]$. Holding the ratio of the two rates fixed, $\ln[\theta_1/(1-\theta_1)]$ changes to first order by $-a(2-\theta_1-2\theta_2)$, where $\theta_1$ and $\theta_2$ are the Langmuir coverages. This factor vanishes for $\theta_1=1/2$, $\theta_2=3/4$, so here the shift begins at order $a^2$. For $\tau_1/\tau_2=1.5$ the same 0.02 eV would move $\theta_1$ from 0.25 to 0.19. With 0.1 eV in place of 0.02 eV, the given times, read as small-step times, yield $\theta_1=0.31$, a larger shift than for the $K=0.5$ precursor. The value is then poorly fixed: a 7\,\% change of $\tau_1/\tau_2$ either way spreads it from 0.20 to 0.55. If the second run is 1 K hotter, its $k_d$ is 5.3\,\% larger and the inferred $\theta_1$ is 0.486.

A 30 L chamber pumped at 300 L/s has a pressure response time of 0.10 s. Starting from a bare surface at $p_2$, the coverage then reaches 63\,\% of its final value after 1.10 s instead of 1.00 s. The late decay still has a time constant of 1.00 s, because \eqref{eq:tau} applies once the pressure has settled, so the tail should be fitted. Uptake by a bare 1 cm$^2$ sample amounts to 1.2\,\% of the pumped gas flow.

If 2\,\% of departures from the adsorbed state are decompositions that block a site, about 2\,\% of the sites are lost in the first 10 s at $p_1$ starting from a bare surface, and about 2.5\,\% starting from half coverage. The loss continues, so the equilibrium is a plateau that holds only for a limited time.

\section*{Computed values}
\begin{verbatim}
Pressures p1, p2: 1.0e-04, 3.0e-04 Pa
Pressures p1, p2 converted: 7.50e-07, 2.25e-06 Torr
Relaxation times tau1, tau2: 2.0, 1.0 s
Relaxation rates 1/tau1, 1/tau2: 0.50, 1.00 1/s
Adsorption constant ka: 2500.0 1/(Pa s)
Adsorption constant ka converted: 3.333e+05 1/(Torr s)
Desorption constant kd: 0.2500 1/s
Adsorption rates ka*p1, ka*p2: 0.250, 0.750 1/s
Equilibrium coverages at p1, p2: 0.5000, 0.7500
Half-coverage pressure kd/ka: 1.00e-04 Pa
Integrated e-folding time at p1, from bare: 2.00000 s
Integrated e-folding time at p1, from full: 2.00000 s
Integrated e-folding time at p2, from bare: 1.00000 s
Master equation, 20 sites, p1: rate 0.50000 1/s, coverage 0.50000
Master equation, 20 sites, p2: rate 1.00000 1/s, coverage 0.75000
Assumed relative error of each time: 5 %
Resulting standard error of coverage at p1: 0.071
Resulting standard error of ka: 280 1/(Pa s)
Resulting standard error of kd: 0.045 1/s
Gas and surface temperatures: 300, 600 K
Molar mass: 28.05 g/mol; lattice constant: 0.543 nm
Site density: 3.392e+18 1/m2
Impinging flux per pascal: 2.872e+22 1/(m2 s Pa)
Initial sticking probability: 0.295
Assumed desorption prefactor: 1e+13 1/s
Desorption energy: 1.619 eV
Precursor K=0.5: ka 1408 1/(Pa s), kd 0.274 1/s, coverage 0.339
Precursor K=0.2: ka 1000 1/(Pa s), kd 0.300 1/s, coverage 0.250
Third pressure: 1.0e-03 Pa
Rate there, Langmuir: 2.750 1/s
Rate there, precursor K=0.2: 3.380 1/s
Repulsion at full coverage: 0.02 eV; inferred coverage at p1: 0.495
Change of kd for 1 K: 5.3 %
Coverage at p1 if second run is 1 K hotter: 0.486
Chamber volume 30 L, pumping speed 300 L/s, sample 1 cm2
Pumping response time: 0.10 s
Apparent 63 % time at p2 with this response: 1.101 s
Time constant of the late tail at p2: 1.0000 s
Largest relative pressure loss by uptake: 1.17 %
Assumed decomposing share of departures: 2 %
Sites blocked after 10 s at p1: 2.01 %
\end{verbatim}
